\section*{Direct ring CCD and the RPA correlation energy: two derivations}

\section{Result and conventions}

Let $A$ and $B$ be the real symmetric $n\times n$ matrices of direct RPA, with $A+B$ and $A-B$ positive definite. Then the direct ring coupled-cluster doubles (drCCD) equation
\begin{equation}
R(T)\equiv B+AT+TA+TBT=0 \label{ric}
\end{equation}
has one and only one real symmetric solution whose eigenvalues all lie in $(-1,1)$, written $\|T\|<1$, and for this solution
\begin{equation}
E=\tfrac12\operatorname{Tr}BT=\tfrac12\Big(\sum_{m=1}^{n}\omega_m-\operatorname{Tr}A\Big). \label{thm}
\end{equation}
The right side is the plasmon formula, and its sum runs over all $n$ positive RPA frequencies, collective or not. The condition $\|T\|<1$ is part of the statement, because Eq.~\eqref{ric} can have other solutions with other energies.

Hartree atomic units are used. Spin orbitals $i,j,k,l$ are occupied, $a,b,c,d$ are empty, and $\langle pq|rs\rangle$ is the Coulomb integral, assumed real, in which electron 1 goes $r\to p$ and electron 2 goes $s\to q$. With $\Delta_{ia}=\varepsilon_a-\varepsilon_i$, drCCD is defined by keeping the particle--hole ring terms of the doubles equations with direct integrals:
\begin{align}
0={}&\langle ab|ij\rangle+(\Delta_{ia}+\Delta_{jb})t_{ij}^{ab}+\sum_{kc}\langle ak|ic\rangle t_{kj}^{cb}+\sum_{kc}t_{ik}^{ac}\langle bk|jc\rangle\nonumber\\
&+\sum_{kc,ld}t_{ik}^{ac}\langle kl|cd\rangle t_{lj}^{db},\qquad E=\tfrac12\sum_{ia,jb}\langle ij|ab\rangle t_{ij}^{ab}. \label{cc}
\end{align}
Set $T_{ia,jb}=t_{ij}^{ab}$, $K_{ia,jb}=\langle aj|ib\rangle$, $B_{ia,jb}=\langle ab|ij\rangle$, $A=\Delta+K$ with $\Delta$ diagonal. Exchange of the two electrons makes $B$ symmetric; together with reality it gives $\langle bi|ja\rangle=\langle ja|bi\rangle=\langle aj|ib\rangle$, so $K$ is symmetric, and $\langle kl|cd\rangle=B_{kc,ld}$. The terms of Eq.~\eqref{cc} are then $B$, $\Delta T+T\Delta$, $KT$, $TK$ and $TBT$, which is Eq.~\eqref{ric}, and $E=\frac12\operatorname{Tr}BT$ for symmetric $T$.

The RPA problem is $Ax+By=\omega x$, $Bx+Ay=-\omega y$. Its sum and difference read
\begin{equation}
(A+B)(x+y)=\omega(x-y),\qquad (A-B)(x-y)=\omega(x+y). \label{pm}
\end{equation}
Let $S=(A-B)^{1/2}$ be the positive root, and diagonalize $C=S(A+B)S=Z\omega^2Z^T$, with $Z$ orthogonal and $\omega$ now the diagonal matrix of positive roots; $C>0$ because $A+B>0$. The matrices defined by
\begin{equation}
X+Y=SZ\omega^{-1/2},\qquad X-Y=S^{-1}Z\omega^{1/2} \label{xy}
\end{equation}
solve Eq.~\eqref{pm} column by column: $(A+B)SZ\omega^{-1/2}=S^{-1}CZ\omega^{-1/2}=S^{-1}Z\omega^{3/2}=(X-Y)\omega$, and $S^2S^{-1}Z\omega^{1/2}=SZ\omega^{1/2}=(X+Y)\omega$.

\section{First derivation: invariant subspace of the RPA matrix}

From Eq.~\eqref{xy}, $(X+Y)^T(X-Y)=\omega^{-1/2}Z^TZ\omega^{1/2}=1$. The left side is $(X^TX-Y^TY)+(Y^TX-X^TY)$, a symmetric plus an antisymmetric matrix, so
\begin{equation}
X^TX-Y^TY=1,\qquad X^TY=Y^TX. \label{norm}
\end{equation}
If $Xv=0$, the first relation gives $-|Yv|^2=|v|^2$, hence $v=0$: $X$ is invertible. Define $T=YX^{-1}$. The second relation, multiplied by $(X^T)^{-1}$ from the left and $X^{-1}$ from the right, says $T=T^T$. Inserting $Y=TX$ in the first gives $X^T(1-T^2)X=1$, so $1-T^2=(XX^T)^{-1}>0$ and $\|T\|<1$.

The RPA equations $AX+BY=X\omega$ and $BX+AY=-Y\omega$ are multiplied by $X^{-1}$ from the right:
\begin{equation}
A+BT=X\omega X^{-1},\qquad B+AT=-Y\omega X^{-1}=-T\,X\omega X^{-1}.
\end{equation}
Substituting the first in the second gives $B+AT=-T(A+BT)$, which is Eq.~\eqref{ric}. The trace of the first, with $\operatorname{Tr}X\omega X^{-1}=\operatorname{Tr}\omega$, gives Eq.~\eqref{thm}.

For uniqueness write the RPA matrix as
\begin{equation}
\mathcal H=\begin{pmatrix}A&B\\-B&-A\end{pmatrix}=\eta M,\quad \eta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad M=\begin{pmatrix}A&B\\B&A\end{pmatrix}.
\end{equation}
For $z=(x;y)$, $z^TMz=\frac12(x+y)^T(A+B)(x+y)+\frac12(x-y)^T(A-B)(x-y)$, so $M>0$. The columns of $(X;Y)$ are eigenvectors with eigenvalues $\omega_m$, and swapping the two RPA equations shows that those of $(Y;X)$ have $-\omega_m$. By Eq.~\eqref{norm} the matrix $V$ of these $2n$ columns obeys $V^T\eta V=\eta$ and is invertible. Thus $\mathcal H$ is diagonalizable with spectrum $\pm\omega_m$, and $(X;Y)$ spans its whole positive eigenspace. Any solution $T'$ of Eq.~\eqref{ric} satisfies
\begin{equation}
\mathcal H\binom{1}{T'}=\binom{A+BT'}{-B-AT'}=\binom{1}{T'}(A+BT'), \label{inv}
\end{equation}
so the vectors $(x;T'x)$ form an $n$-dimensional invariant subspace. The product of $\mathcal H-\mu$ over the distinct eigenvalues $\mu$ vanishes everywhere, hence on this subspace, which therefore has a basis of real eigenvectors $z=(x;T'x)$. For each, $Mz=\mu\eta z$ gives $z^TMz=\mu\,x^T(1-T'^2)x$ when $T'$ is symmetric. If $\|T'\|<1$, both quadratic forms are positive and $\mu>0$. The subspace is then the span of $(X;Y)$, and $T'=YX^{-1}$.

Equation~\eqref{inv} also fixes the energies of the other solutions: $A+BT'$ has $n$ of the eigenvalues $\pm\omega_m$, and $\frac12\operatorname{Tr}BT'$ is half their sum minus $\frac12\operatorname{Tr}A$. Swapping the columns $X_m\leftrightarrow Y_m$ for one mode gives $X',Y'$ and, if $X'$ is invertible, a solution $T'=Y'X'^{-1}$ with energy $E-\omega_m$. It is symmetric because $V^T\eta V=\eta$ makes $X'^TY'$ symmetric, and $\|T'\|>1$ because $Y_m^T(1-T'^2)Y_m=|Y_m|^2-|X_m|^2=-1$.

\section{Second derivation: ground state of coupled oscillators}

Attach a boson $b_m$, $[b_m,b_{m'}^\dagger]=\delta_{mm'}$, to each pair $m=(ia)$ and define
\begin{equation}
\hat H=b^\dagger Ab+\tfrac12\,(b^\dagger Bb^\dagger+bBb),\qquad \hat T=\tfrac12\,b^\dagger Tb^\dagger,
\end{equation}
where $b^\dagger Ab=\sum A_{mm'}b_m^\dagger b_{m'}$ and $T$ is real symmetric. Since $[b,\hat T]=Tb^\dagger$ commutes with $\hat T$, the similarity transform ends after one commutator: $e^{-\hat T}be^{\hat T}=b+Tb^\dagger$, while $b^\dagger$ is unchanged. On the vacuum,
\begin{align}
e^{-\hat T}\hat He^{\hat T}|0\rangle&=\big[b^\dagger ATb^\dagger+\tfrac12b^\dagger Bb^\dagger+\tfrac12(b+Tb^\dagger)B\,Tb^\dagger\big]|0\rangle\nonumber\\
&=\big[\tfrac12\operatorname{Tr}BT+\tfrac12\,b^\dagger R(T)\,b^\dagger\big]|0\rangle. \label{bos}
\end{align}
The trace comes from $\sum B_{mm'}b_m(Tb^\dagger)_{m'}|0\rangle=\operatorname{Tr}BT\,|0\rangle$, and $b^\dagger ATb^\dagger=\frac12b^\dagger(AT+TA)b^\dagger$ because creation operators commute. As $R$ is symmetric, the two-boson term vanishes if and only if $R=0$. Hence $|\Psi_T\rangle=e^{\hat T}|0\rangle$ obeys $\hat H|\Psi_T\rangle=E|\Psi_T\rangle$ if and only if $T$ solves Eq.~\eqref{ric}, with $E=\frac12\operatorname{Tr}BT$.

In the eigenbasis of $T$ the state is a product of factors $e^{tc^{\dagger2}/2}|0\rangle$ with squared norm $\sum_k(t/2)^{2k}(2k)!/(k!)^2$, the binomial series of $(1-t^2)^{-1/2}$, which converges for $|t|<1$ and not otherwise. So $\|T\|<1$ is the condition that $|\Psi_T\rangle$ be normalizable.

Put $b=(x+\partial)/\sqrt2$, $b^\dagger=(x-\partial)/\sqrt2$ with $\partial_m=\partial/\partial x_m$. Then $b^\dagger Bb^\dagger+bBb=xBx+\partial B\partial$, the cross terms cancelling, and $b^\dagger Ab=\frac12(xAx-\partial A\partial)+\frac12\sum A_{mm'}(x_m\partial_{m'}-\partial_mx_{m'})$. For symmetric $A$ the last sum is $\frac12\sum A_{mm'}[x_m,\partial_{m'}]=-\frac12\operatorname{Tr}A$. Therefore
\begin{equation}
\hat H=-\tfrac12\,\partial(A-B)\partial+\tfrac12\,x(A+B)x-\tfrac12\operatorname{Tr}A.
\end{equation}
The coordinates $x=SZ\xi$ have $\partial_x=S^{-1}Z\partial_\xi$. This turns the kinetic term into $-\frac12\partial_\xi\cdot\partial_\xi$ and the potential into $\frac12\xi Z^TCZ\xi=\frac12\sum\omega_m^2\xi_m^2$. These are independent oscillators. The ground state is $\exp(-\frac12\sum\omega_m\xi_m^2)=\exp(-\frac12x\Gamma_0x)$, with $\Gamma_0=S^{-1}C^{1/2}S^{-1}$ from $\xi=Z^TS^{-1}x$, and its energy is $\frac12\sum\omega_m-\frac12\operatorname{Tr}A$.

The wave function of $|\Psi_T\rangle$ follows from $(b-Tb^\dagger)e^{\hat T}|0\rangle=e^{\hat T}b|0\rangle=0$, which reads $[(1-T)x+(1+T)\partial]\psi=0$. For $\|T\|<1$ this fixes the gradient of $\ln\psi$, so up to a constant
\begin{equation}
\psi_T=e^{-x\Gamma x/2},\quad \Gamma=(1+T)^{-1}(1-T),\quad T=(1-\Gamma)(1+\Gamma)^{-1}. \label{cay}
\end{equation}
The map $t\mapsto(1-t)/(1+t)$ takes $(-1,1)$ one-to-one onto $(0,\infty)$, so symmetric $T$ with $\|T\|<1$ correspond one-to-one to $\Gamma>0$. With $\partial\psi=-\Gamma x\,\psi$,
\begin{equation}
\hat H\psi_T=\tfrac12\big\{\operatorname{Tr}[S^2\Gamma]-\operatorname{Tr}A+x\,[A+B-\Gamma S^2\Gamma]\,x\big\}\psi_T .
\end{equation}
The Gaussian is an eigenfunction if and only if $\Gamma S^2\Gamma=A+B$. Multiplied by $S$ on both sides this is $(S\Gamma S)^2=C$. The positive matrix $S\Gamma S$ commutes with its square and equals $\omega_m$ on each eigenspace of $C$, so $S\Gamma S=C^{1/2}$ and $\Gamma=\Gamma_0$. One $T$ with $\|T\|<1$ thus makes $|\Psi_T\rangle$ an eigenstate, and that state is the ground state. By Eq.~\eqref{bos} this $T$ is the sole such solution of Eq.~\eqref{ric}, and equating the two expressions for the eigenvalue gives Eq.~\eqref{thm}.

\section{What each derivation assumes}

Both take real symmetric $A$, $B$ of finite size and Eq.~\eqref{cc} as the definition of drCCD; neither uses the form of the orbital energies or of the interaction. They yield the same $T$: Eq.~\eqref{xy} gives $(1+T)(1-T)^{-1}=(X+Y)(X-Y)^{-1}=SC^{-1/2}S=\Gamma_0^{-1}$. The two quadratic equations are related by Eq.~\eqref{cay}: expanding $(1+\Gamma)B(1+\Gamma)+(1+\Gamma)A(1-\Gamma)+(1-\Gamma)A(1+\Gamma)+(1-\Gamma)B(1-\Gamma)$ gives
\begin{equation}
(1+\Gamma)R(1+\Gamma)=2\,[A+B-\Gamma(A-B)\Gamma]. \label{link}
\end{equation}

The first derivation uses stability to make the spectrum real, $X$ invertible and the branch unique. Its core, Eq.~\eqref{inv}, holds without stability and for any solution, so it also gives the energies of the unphysical branches. The second works among normalizable states and does not reach those branches, but it says why they are rejected and what the energy is: the shift of zero-point energy when the oscillators of $b^\dagger Ab$ are coupled by $B$. Through Eq.~\eqref{link} it gives a converse: if $A-B>0$ and a symmetric solution with $\|T\|<1$ exists, then $A+B=\Gamma(A-B)\Gamma>0$. When $A+B$ loses positivity while $A-B$ stays positive definite, the physical branch therefore ends. The second derivation also exposes the approximation: particle--hole pairs of electrons are treated as independent bosons. The energy is the lowest eigenvalue of $\hat H$, not an expectation value of the electronic Hamiltonian, so neither derivation makes it a variational bound.

\section{The finite electron gas}

Take $N$ electrons in a periodic cube of volume $\Omega=L^3=\frac{4\pi}{3}r_s^3N$ with a neutralizing background, plane waves $\mathbf k=(2\pi/L)\mathbf n$ with $n^2\le n_c^2$, $\varepsilon=k^2/2$, and closed shells, so that all $\Delta_{ia}>0$. Then $\langle pq|rs\rangle=v(\mathbf k_p-\mathbf k_r)$ if momentum is conserved and each electron keeps its spin, and zero otherwise, with $v(\mathbf q)=4\pi/(\Omega q^2)$, $v(0)=0$. Spin-flip pairs have vanishing rows in $K$ and $B$; they have $\omega=\Delta$ and drop out.

With $\mathbf q_{ia}=\mathbf k_a-\mathbf k_i$, momentum conservation makes $K_{ia,jb}=v(\mathbf q_{ia})$ for $\mathbf q_{jb}=\mathbf q_{ia}$ and $B_{ia,jb}=v(\mathbf q_{ia})$ for $\mathbf q_{jb}=-\mathbf q_{ia}$. Let $P$ be the permutation that inverts both momenta of a pair, $P^2=1$. Both orbital sets are inversion symmetric, so $B=KP$, $PKP=K$, $P\Delta P=\Delta$. Each $\mathbf q$ block of $K$ is $v\,\mathbf 1\mathbf 1^T$ with $\mathbf 1$ a column of ones, so $K\ge0$. With the projectors $\Pi_\pm=(1\pm P)/2$, which commute with $K$, $A\pm B=\Delta+2\Pi_\pm K\Pi_\pm\ge\Delta>0$, and the theorem applies. An open shell with some $\Delta_{ia}=0$ removes this proof of stability.

The matrix $PTP$ solves Eq.~\eqref{ric} with the same norm, so $PTP=T$ by uniqueness, and $\tilde T=PT$ is symmetric with $\|\tilde T\|<1$. Multiplying Eq.~\eqref{ric} by $P$ from the left, with $PB=BP=K$, gives $K+A\tilde T+\tilde TA+\tilde TK\tilde T=0$ and $E=\frac12\operatorname{Tr}K\tilde T$. This is the same problem with $B\to K$, block diagonal in $\mathbf q$, with $S=\Delta^{1/2}$ and $C=\Delta^2+2\Delta^{1/2}K\Delta^{1/2}\ge\Delta^2$. Inversion reverses order: $F\ge D>0$ implies $D^{-1/2}FD^{-1/2}\ge1$, whose inverse is $\le1$, so $F^{-1}\le D^{-1}$. Applied inside $C^{-1/2}=\frac2\pi\int_0^\infty(C+u^2)^{-1}du$ this gives $C^{-1/2}\le\Delta^{-1}$, hence $\Gamma_0^{-1}\le1$ and $\tilde T\le0$. The matrix $T=P\tilde T$ connects $\mathbf q$ to $-\mathbf q$ and has no diagonal blocks, so its eigenvalues come in pairs $\pm t$.

In spin space $K$ carries the $2\times2$ matrix of ones, with eigenvalue 0 on $(\uparrow-\downarrow)/\sqrt2$ and 2 on $(\uparrow+\downarrow)/\sqrt2$. The triplets have $\omega=\Delta$ and no amplitude. The singlets have $K_{\mathbf q}=2v\,\mathbf 1\mathbf 1^T$ over the $n_{\mathbf q}$ spatial pairs, and transforming back gives $\tilde T_{\sigma\sigma'}=\tilde T_{\rm singlet}/2$. Thus $C_{\mathbf q}=\Delta^2+4v\,ww^T$ with $w_r=\sqrt{\Delta_r}$. Since $\det(1+fg^T)=1+g^Tf$, the rank-one matrix $fg^T$ having the single nonzero eigenvalue $g^Tf$,
\begin{equation}
\frac{\det(C_{\mathbf q}+u^2)}{\det(\Delta^2+u^2)}=1+x_{\mathbf q}(u),\qquad x_{\mathbf q}(u)=4v\sum_r\frac{\Delta_r}{\Delta_r^2+u^2}. \label{det}
\end{equation}
Here $x_{\mathbf q}=-v\chi_0(\mathbf q,iu)$, with $\chi_0$ the independent-particle response summed over the pairs of the basis; it is the full response of the cell only for those $\mathbf q$ where no $\mathbf k_i+\mathbf q$ is cut off. At $u^2=-\omega^2$ the zeros obey $1=4v\sum_r\Delta_r/(\omega^2-\Delta_r^2)$. The right side falls monotonically from $+\infty$ above each distinct $\Delta$, to $-\infty$ at the next one or to 0 above the last, so each level has one root above it. In a $g$-fold level the $g-1$ combinations orthogonal to $w$ are dark and stay at $\omega=\Delta$.

If no $\mathbf k_i+\mathbf q$ is cut off, $\sum_r\Delta_r=Nq^2/4$. Indeed $\varepsilon(\mathbf k_i+\mathbf q)-\varepsilon(\mathbf k_i)$ summed over all $N/2$ occupied momenta is $(N/2)(q^2/2)$ because $\sum\mathbf k_i=0$, and the blocked terms $i\to j$ cancel against $-j\to-i$, which have the same $\mathbf q$ and the opposite energy. Then $4v\sum\Delta_r=4\pi N/\Omega=3/r_s^3=\omega_p^2$. A root at $\omega\approx\omega_p$ follows from the secular equation when $\omega_p\gg\Delta_r$ for all $r$.

The integral $\int_0^\infty\ln[(u^2+\alpha^2)/(u^2+\beta^2)]\,du$ vanishes at $\alpha=\beta$ and has $\alpha$-derivative $\int_0^\infty2\alpha\,du/(u^2+\alpha^2)=\pi$, so it equals $\pi(\alpha-\beta)$. The logarithm of Eq.~\eqref{det} then gives $\sum(\omega_r-\Delta_r)=\frac1\pi\int_0^\infty\ln(1+x_{\mathbf q})\,du$, and $\frac1\pi\int_0^\infty x_{\mathbf q}\,du=2vn_{\mathbf q}=\operatorname{Tr}K_{\mathbf q}$. Equation~\eqref{thm} becomes the imaginary-frequency RPA energy,
\begin{equation}
E=\sum_{\mathbf q}E_{\mathbf q}=\frac1{2\pi}\sum_{\mathbf q}\int_0^\infty[\ln(1+x_{\mathbf q})-x_{\mathbf q}]\,du\le0. \label{freq}
\end{equation}
Since $\ln(1+x)-x$ decreases for $x>0$ and new pairs raise $x_{\mathbf q}$, a larger basis lowers $E$.

Scaling $v\to\lambda v$ and expanding the logarithm gives ring orders $E_p=(-1)^{p+1}(2\pi p)^{-1}\sum_{\mathbf q}\int_0^\infty x_{\mathbf q}^p\,du$. At lowest order Eq.~\eqref{ric} gives $t_{ij}^{ab}=-B_{ia,jb}/(\Delta_{ia}+\Delta_{jb})$, so $E_2$ is the direct MP2 expression, here with $\varepsilon=k^2/2$ rather than Hartree--Fock eigenvalues in the denominators. Let $x_0=\max_{\mathbf q}x_{\mathbf q}(0)$. Near $u=0$, $x_{\mathbf q}\approx x_0(1-\kappa u^2)$ with $\kappa>0$ in the leading blocks, so $\int x^pdu\propto x_0^pp^{-1/2}$ and $|E_p|\propto x_0^pp^{-3/2}$ at large $p$. The radius of convergence is $1/x_0$. At $\lambda=-1/x_0$, an attractive coupling, Eq.~\eqref{det} at $u=0$ gives $\det C_{\mathbf q}=0$, and stability is lost.

\section{Worked example: $N=14$, $r_s=2$ bohr, $n^2\le4$}

The cell has $L=7.7703$ bohr and $\Omega=469.14$ bohr$^3$, with 33 plane waves, 364 spin-conserving pairs and 86 momentum blocks. The energy unit is $\frac12(2\pi/L)^2=0.326933$ Ha, and the lowest eigenvalue of $A-B$ equals it, so the bound $A-B\ge\Delta$ is reached. The $728\times728$ matrix $\mathcal H$ gives
\begin{equation}
E=\tfrac12(232.754802-233.643658)=-0.444428\ \text{Ha},
\end{equation}
or $-0.03174$ Ha $=-0.864$ eV per electron. The iteration $T\leftarrow T-0.6\,R_{ia,jb}/(\Delta_{ia}+\Delta_{jb})$ of Eq.~\eqref{cc} from $T=0$ brings the residual below $10^{-12}$ Ha in 25 steps. That it reaches the physical branch is not proved above; the numerical check asserts it by comparing $T$ with $YX^{-1}$, with the closed form and with a Schur invariant subspace. The eigenvalues of $T$ span $\pm0.2748$. The amplitude energy, the plasmon formula, the secular roots and Eq.~\eqref{freq} agree in all ten printed decimals.

The block $\mathbf q=(2\pi/L)(1,0,0)$ has $v=0.0409652$ Ha and five pairs. Four go from $n^2=1$ to 2, with $\Delta=0.326933$ Ha, and one goes from $(1,0,0)$ to $(2,0,0)$, with $\Delta=0.980799$ Ha. Three modes are dark, and the roots are $0.529423$ and $1.078686$ Ha:
\begin{align}
\textstyle\sum\omega&=3(0.326933)+0.529423+1.078686=2.58891,\nonumber\\
\operatorname{Tr}A&=4(0.326933)+0.980799+10(0.0409652)=2.69818,\nonumber\\
E_{\mathbf q}&=\tfrac12(2.5889074-2.6981820)=-0.0546373\ \text{Ha}.
\end{align}
The six equivalent blocks supply 74\% of $E$. The sum rule holds, $4(0.0409652)(7)(0.326933)=0.3750$ Ha$^2=\omega_p^2$, yet the roots lie 14\% below and 76\% above $\omega_p=0.6124$ Ha: $\omega_p$ lies between the two levels, so $\omega_p\gg\Delta_r$ fails. What remains is the trace of $C_{\mathbf q}$, $\sum\omega^2=\sum\Delta^2+\omega_p^2$, which is tested.

Flipping the lower root gives a second symmetric solution $\tilde T$ of this block's equation (the form with $B\to K$), with block energy $-0.0546373-0.5294230=-0.5840603$ Ha and norm 4.77, against 0.275 on the physical branch. A lower energy does not identify the right solution. For the second derivation, $\hat H$ for the two bright modes at $+\mathbf q$ and the two at $-\mathbf q$ was diagonalized in a truncated Fock space. Its ground energy is $-0.1092746$ Ha $=2E_{\mathbf q}$, and the ratios of two-boson to vacuum components, $-0.2529222$, $-0.0734126$, $-0.0284114$, match the Riccati amplitudes.

This block has the largest static coupling, $x_0=4(0.0409652)(4/0.326933+1/0.980799)=2.1719$, so the radius is 0.460 and the ring series diverges at $\lambda=1$. The orders $E_2$ to $E_5$ of the block are $-0.104$, $0.111$, $-0.150$, $0.227$ Ha, and the ratio at order 120, corrected for $p^{-3/2}$, is 2.1718. At $\lambda=-1.01/x_0$ a frequency has imaginary part 0.034 Ha. For the whole cell direct MP2 gives $-0.76561$ Ha, from the explicit sum and from the small-$\lambda$ limit of the plasmon formula, 1.7 times the drCCD value.

Raising the cutoff to $n^2\le9,16,36$ (123, 257, 925 plane waves) lowers the energy per electron to $-0.0440$, $-0.0465$, $-0.0478$ Ha. The 33-wave value is 66\% of the 925-wave value, which is still changing. All are direct-RPA energies of a 14-electron cell: exchange diagrams, ladders and the thermodynamic limit are absent.

\section{Exchange contraction of the amplitudes}

The boson picture allows $t_{ii}^{ab}\neq0$, two holes in one spin orbital. With plane-wave orbitals these $i=j$ amplitudes contribute $-0.0418$ Ha to $E$ in the example, 9\% of it. This share changes when the orbitals of a degenerate shell are mixed, and it is only a slice of the Pauli-violating part, which consists of all same-spin amplitudes symmetric in $i\leftrightarrow j$. The amplitudes give access to a correction that the frequencies alone do not define, RPA with second-order screened exchange (SOSEX):
\begin{equation}
E_{\rm SOSEX}=\tfrac12\sum_{ia,jb}\big(\langle ij|ab\rangle-\langle ij|ba\rangle\big)t_{ij}^{ab},
\end{equation}
with $T$ from Eq.~\eqref{ric}. For $i=j$ exchange of the two electrons gives $\langle ii|ab\rangle=\langle ii|ba\rangle$, so the bracket vanishes term by term and these amplitudes drop out of the energy contraction, though $T$ keeps them. For $N=2$ each same-spin term has $i=j$, opposite-spin terms have no exchange integral, and $T_{\sigma\sigma'}$ does not depend on spin, so half of $E$ survives. At $r_s=2$ bohr with the same cutoff $n^2\le4$ in the smaller two-electron cell the values are $-0.036756$ and $-0.018378$ Ha. For $N=14$, $E_{\rm SOSEX}=-0.28427$ Ha, or $-0.553$ eV per electron. In general, split the same-spin half of $E$ as $E/2=E_{\rm s}+E_{\rm a}$, from amplitudes symmetric and antisymmetric in $i\leftrightarrow j$. Since $\langle ij|ba\rangle=\langle ji|ab\rangle$, the exchange term removes $E_{\rm s}$ and doubles $E_{\rm a}$, so $E_{\rm SOSEX}=E/2+2E_{\rm a}$. The values above give $E_{\rm a}=-0.0310$ Ha and $E_{\rm s}=-0.1912$ Ha: the Pauli-violating part, which does not depend on the choice of orbitals within a shell, is 43\% of $E$. Equation~\eqref{thm} does not apply to this energy, since the matrix contracted with $T$ is no longer the $B$ of Eq.~\eqref{ric}.

\section*{Calculated quantities}
\begin{verbatim}
N = 14, rs = 2.0 bohr, plane waves = 33, spin-conserving pairs = 364
momentum blocks = 86, amplitude iterations = 25
L: 7.7702599 bohr
Omega: 469.1445 bohr^3
(2pi/L)^2/2: 0.32693292 Ha
sum omega: 232.754802122 Ha, Tr A: 233.643657960 Ha
E drCCD: -0.4444279189 Ha
E plasmon formula: -0.4444279189 Ha
E secular roots: -0.4444279189 Ha
E frequency integral: -0.4444279189 Ha
E per electron: -0.031744851 Ha
E per electron: -0.86382141 eV
eigenvalues of T: min -0.274796, max 0.274796
min eigenvalue of A-B: 0.32693292 Ha
direct MP2, explicit sum: -0.76560994 Ha
direct MP2, small-lambda limit: -0.765608 Ha
q=(1,0,0): v: 0.040965153 Ha
q block Delta: 0.32693292 (x4), 0.98079876 (x1) Ha
q block roots: 0.52942300, 1.07868560 Ha
q block sum omega: 2.5889074 Ha
q block Tr A: 2.698182 Ha
omega_p: 0.61237244 Ha
4 v sum Delta: 0.375 Ha^2
q block energy E_q: -0.054637305 Ha
share of the six (1,0,0) blocks: 0.73763104
2 E_q: -0.10927461 Ha
boson ground energy, +q and -q: -0.10927461 Ha
bright T (11,12,22) Riccati: -0.2529222 -0.0734126 -0.0284114
bright T (11,12,22) boson:   -0.2529222 -0.0734126 -0.0284114
norm T physical: 0.27479618
norm T flipped: 4.7662264
energy of flipped solution: -0.5840603 Ha
q block E2..E5: -0.104371 0.111197 -0.149725 0.226660 Ha
x_q(0): 2.171891
radius 1/x_q(0): 0.46042827
corrected ratio at order 120: 2.17183
max Im omega at lambda = -1.01/x_q(0): 0.03388 Ha
Pauli-violating (i=j) part of E: -0.041769607 Ha
E RPA+SOSEX: -0.28426507 Ha
E RPA+SOSEX per electron: -0.55251761 eV
N = 2: E RPA -0.03675622 Ha, E RPA+SOSEX -0.01837811 Ha
n^2 <= 4: 33 plane waves, E per electron -0.031745 Ha
n^2 <= 9: 123 plane waves, E per electron -0.043988 Ha
n^2 <= 16: 257 plane waves, E per electron -0.046509 Ha
n^2 <= 36: 925 plane waves, E per electron -0.047790 Ha
\end{verbatim}
